# Stern's Polarizability of the Two-Dimensional Electron Gas and Its Plasmon

Electrons held in a thin layer can move freely along the plane, while the electric field they produce spreads into the space on both sides. When a wave along the plane displaces them by a given small distance, the field that pulls them back is therefore weaker the longer the wavelength, and a long wave of charge oscillates slowly. When a static charge is brought near, the electrons rearrange and screen it, to a degree that depends on the wavelength. Both effects are governed by one function, the density response of independent electrons to a potential of given wavevector and frequency.

Take a strictly two-dimensional gas at zero temperature, unpolarised, with a uniform neutralising background and energies \(\varepsilon_{\mathbf k}=k^2/2\). Hartree atomic units are used. The states with \(k<k_F\) are filled, so the occupation \(f_{\mathbf k}\) is 1 inside the Fermi disc and 0 outside. Counting two spins, the density and the density of states per unit area are

\[
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad
N_0=\frac{2}{(2\pi)^2}\,\frac{2\pi k\,dk}{k\,dk}=\frac1\pi .
\]

The density of states does not depend on energy, whereas for a parabolic band in one or three dimensions it does.

Let a weak potential energy \(\phi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r-i\zeta t}\) act on the electrons, where \(\operatorname{Im}\zeta>0\) makes it grow from zero in the distant past. The one-particle density matrix obeys \(i\dot\rho=[h,\rho]\). To first order, its element between \(\mathbf k+\mathbf q\) and \(\mathbf k\) satisfies

\[
\zeta\rho^{(1)}=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\rho^{(1)}+\phi_{\mathbf q}(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\]

Solving for \(\rho^{(1)}\) and summing over \(\mathbf k\) and spin gives the induced density \(\delta n_{\mathbf q}=\chi_0\phi_{\mathbf q}\), with

\[
\chi_0(q,\zeta)=2\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\zeta+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .
\]

A repulsive static potential lowers the density, so it is convenient to work with \(\Pi=-\chi_0\). Set \(\zeta=i\omega\) with \(\omega>0\), which keeps the denominator away from zero, and write \(\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2\). In the term containing \(f_{\mathbf k+\mathbf q}\), replace \(\mathbf k\) by \(-\mathbf k-\mathbf q\). This turns \(f_{\mathbf k+\mathbf q}\) into \(f_{\mathbf k}\) and exchanges the two energies, so that \(\Delta\) changes sign. The two terms then combine as

\[
\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}
=\frac{2\Delta}{(i\omega)^2-\Delta^2}=-\frac{2\Delta}{\Delta^2+\omega^2},
\]

and therefore

\[
\Pi(q,i\omega)=4\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}\frac{\Delta}{\Delta^2+\omega^2}
=4\operatorname{Re}\int\!\frac{d^2k}{(2\pi)^2}\frac{f_{\mathbf k}}{\Delta+i\omega}. \tag{1}
\]

The sign of \(\Pi\) is clearer if one first writes \(f_{\mathbf k}-f_{\mathbf k+\mathbf q}=f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})-f_{\mathbf k+\mathbf q}(1-f_{\mathbf k})\). The same replacement in the second part gives the first integral in (1) with \(f_{\mathbf k}\) replaced by \(f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\). Only transitions from filled to empty states remain, for which \(\Delta>0\). Hence \(\Pi\) is positive on the imaginary axis and decreases as \(\omega\) grows.

To evaluate (1), use polar coordinates with \(\theta\) measured from \(\mathbf q\), and put \(a=q^2/2+i\omega\), \(b=kq\). For real \(a>b\), the substitution \(t=\tan(\theta/2)\) gives

\[
\int_0^{2\pi}\!\frac{d\theta}{a+b\cos\theta}
=4\int_0^\infty\!\frac{dt}{(a+b)+(a-b)t^2}
=\frac{2\pi}{\sqrt{a-b}\,\sqrt{a+b}} . \tag{2}
\]

Both sides are analytic in \(a\) away from the real segment \([-b,b]\), so (2) also holds for complex \(a\), with principal square roots. Keeping the two roots separate fixes the branch: their product approaches \(a\) when \(|a|\) is large.

Call this product \(S(k)=\sqrt{a-kq}\sqrt{a+kq}\). Since \(S^2=a^2-k^2q^2\), differentiation gives \(S\,dS/dk=-kq^2\), or \(k/S=-q^{-2}dS/dk\). The radial integral is thus elementary:

\[
\int_0^{k_F}\frac{k\,dk}{S(k)}=\frac{S(0)-S(k_F)}{q^2}=\frac{a-S(k_F)}{q^2}.
\]

Multiplying by \(4\cdot2\pi/(2\pi)^2=2/\pi\) and using \(\operatorname{Re}a=q^2/2\), one finds

\[
\Pi(q,i\omega)=\frac1\pi\left[1-\frac{2}{q^2}\operatorname{Re}S(k_F)\right].
\]

Now measure the wavevector by \(z=q/(2k_F)\) and the frequency by \(u=\omega/(qk_F)\). Then \(a=qk_F(z+iu)\), and the prefactor becomes \((2/q^2)\,qk_F=2k_F/q=1/z\). Stern's polarizability at imaginary frequency is

\[
\boxed{\;\Pi(q,i\omega)=N_0\left\{1-\frac1z\operatorname{Re}\sqrt{(z+iu)^2-1}\right\}\;} \tag{3}
\]

It remains to identify the root. For \(u>0\), each factor \(\sqrt{z+iu\mp1}\) has an argument between 0 and \(\pi/2\), so their product lies in the upper half-plane. Its square is \(X+iY\), with \(X=z^2-u^2-1\) and \(Y=2zu>0\), which requires the product to lie in the first or third quadrant. It is therefore in the first. Writing it as \(\alpha+i\beta\), we have \(\alpha^2-\beta^2=X\) and \(\alpha^2+\beta^2=\sqrt{X^2+Y^2}\), so

\[
\alpha=\operatorname{Re}\sqrt{X+iY}=\sqrt{\frac{X+\sqrt{X^2+Y^2}}2}. \tag{4}
\]

For a numerical case, take a model gas in vacuum with \(r_s=2\) bohr, where \(\pi r_s^2=1/n\). Then \(n=0.0796\) bohr\(^{-2}\), \(k_F=0.7071\) bohr\(^{-1}\), and the Fermi energy is 0.25 hartree. At \(q=k_F\) and \(\omega=0.25\) hartree, \(z=u=0.5\), \(X=-1\) and \(Y=0.5\). Equation (4) gives \(\alpha=\sqrt{(-1+\sqrt{1.25})/2}=0.24293\), and (3) gives \(\Pi/N_0=1-0.24293/0.5=0.5141\).

An independent check avoids both the replacement of \(\mathbf k\) and the polar integrals. The energy difference depends only on \(k_x\), the component along \(\mathbf q\). Integrating the original expression over the other component replaces each disc by its chord length \(L(k_x)=2\sqrt{k_F^2-k_x^2}\), taken as zero outside the disc:

\[
\Pi(q,\zeta)=-\frac{2}{(2\pi)^2}\int dk_x\,\frac{L(k_x)-L(k_x+q)}{\zeta-qk_x-q^2/2}.
\]

Numerical integration of this form agrees with (3) at all the imaginary-frequency points listed in the numerical output.

In the static limit, \(u\to0\), equation (4) becomes the real part of \(\sqrt{z^2-1}\). This is zero for \(z\le1\), so

\[
\Pi(q,0)=
\begin{cases}
N_0, & 0<q\le2k_F,\\[3pt]
N_0\left[1-\sqrt{1-(2k_F/q)^2}\right], & q>2k_F.
\end{cases} \tag{5}
\]

The flat part has a simple origin in (2). When \(\omega\to0\), electrons with \(k>q/2\) have \(b>a\), and the right side of (2) becomes purely imaginary. Their contributions, positive for some directions of \(\mathbf k\) and negative for others, cancel on angular integration. Electrons with \(k<q/2\) supply the whole result:

\[
\Pi(q,0)=\frac2\pi\int_0^{q/2}\frac{k\,dk}{\sqrt{q^4/4-k^2q^2}}
=\frac2\pi\,\frac{q^2/2}{q^2}=\frac1\pi .
\]

As long as \(q<2k_F\), all of these states are filled. Adding electrons at the edge of the disc changes nothing, which is why the plateau is independent of density. Its height also agrees with the response to a static potential that varies slowly in space: a local shift of the chemical potential \(\mu=k_F^2/2\) changes the density \(n=\mu/\pi\) at the rate \(dn/d\mu=1/\pi\).

Once \(q\) exceeds \(2k_F\), some of the required states are empty and the response falls. With \(z=1+\delta\) and small positive \(\delta\), \(1-1/z^2\approx2\delta\), so \(\Pi/N_0\approx1-\sqrt{2\delta}\). The function is continuous but its slope from above is infinite. At \(q=2.02k_F\), only one per cent past the edge, the response has already dropped to \(0.860N_0\); at \(2.5k_F\) it is \(N_0(1-\sqrt{1-0.64})=0.4N_0\). A nonzero temperature would round this corner, because it rests on a sharp Fermi disc.

The limit of long wavelength needs more care, since it depends on how the frequency is treated. Keep \(u\) fixed and let \(z\to0\). Then \(X\to-(1+u^2)\), while \(Y=2zu\) is small, and expanding the inner root in (4) gives

\[
\alpha^2\approx\frac{Y^2}{4|X|}=\frac{z^2u^2}{1+u^2},\qquad
\Pi\to N_0\left[1-\frac{u}{\sqrt{1+u^2}}\right]. \tag{6}
\]

At \(u=0.7\) and \(q=0.01k_F\), direct integration gives \(0.42653N_0\), and (6) gives \(0.42654N_0\). If \(\omega=0\) from the start, (6) returns \(N_0\). If instead \(\omega\) is held fixed while \(q\to0\), then \(u\to\infty\) and the response vanishes. In the first case the electrons have time to settle into the potential; in the second they cross only a small part of a wavelength before it changes.

The high-frequency behaviour can be found at any \(q\) by expanding (1) in \(1/\omega\). Let angle brackets denote an average over the filled disc. Since \(4\int f_{\mathbf k}\,d^2k/(2\pi)^2=2n\),

\[
\Pi=2n\left[\frac{\langle\Delta\rangle}{\omega^2}-\frac{\langle\Delta^3\rangle}{\omega^4}+\dots\right].
\]

Odd powers of \(\mathbf k\cdot\mathbf q\) average to zero, and \(\langle(\mathbf k\cdot\mathbf q)^2\rangle=q^2k_F^2/4\). Thus \(\langle\Delta\rangle=q^2/2\) and \(\langle\Delta^3\rangle=q^6/8+3q^4k_F^2/8\), which give

\[
\Pi=\frac{nq^2}{\omega^2}\left[1-\frac{3/4+z^2}{u^2}+\dots\right]. \tag{7}
\]

For \(q=0.2\) bohr\(^{-1}\) and \(u=40\), \(z^2=0.02\) and the bracket is \(1-0.77/1600=0.99952\), as found by integration.

The electrons also respond to the field of their own induced charge. To find that interaction, consider a charge density \(\sigma e^{i\mathbf q\cdot\mathbf r}\) on the plane. Its electrostatic potential a distance \(h\) away has the form \(Ve^{i\mathbf q\cdot\mathbf r}e^{-q|h|}\), which satisfies Laplace's equation outside the plane. The jump in slope across the plane, \(-2qV\), must equal \(-4\pi\sigma\), so \(V=2\pi\sigma/q\), and the interaction is \(v_q=2\pi/q\).

In the random-phase approximation (RPA), the electrons respond as independent particles to the total potential \(\phi=\phi_{\rm ext}+v_q\delta n\). Putting \(\delta n=-\Pi\phi\) gives \(\phi=\phi_{\rm ext}/\epsilon\), with

\[
\epsilon(q,\zeta)=1+\frac{2\pi}{q}\Pi(q,\zeta).
\]

On the static plateau, \(\epsilon=1+q_s/q\), where \(q_s=2\pi N_0=2\) bohr\(^{-1}\) is the screening wavevector. A free oscillation is a nonzero \(\phi\) without an external potential, and so requires \(\epsilon=0\). There is no such solution on the imaginary axis, where \(\Pi>0\) and \(\epsilon>1\). The response must be continued to real frequency.

Define \(s(w)=\sqrt{w-1}\sqrt{w+1}\), which is analytic outside the segment \([-1,1]\), behaves as \(w\) at large \(|w|\), and obeys \(s(w^*)=s(w)^*\). The real part in (3) is then \([s(z+iu)+s(z-iu)]/2\). Replace \(iu\) by \(\zeta/(qk_F)\). For \(\operatorname{Im}\zeta>0\), neither argument of \(s\) meets the segment, so the result is analytic, as is the original integral. They agree on the imaginary axis and hence throughout the upper half-plane.

Now let \(\zeta\) approach a real frequency \(\Omega\), with \(\nu=\Omega/(qk_F)\). The highest energy of a transition out of the disc is \(qk_F+q^2/2=qk_F(1+z)\). Above this edge of the pair continuum, \(\nu>1+z\), no independent-electron transition can absorb the energy, and \(\Pi\) is real. The argument \(z-\nu\) is less than \(-1\), where \(s\) is negative, so

\[
\Pi=N_0\left[1-\frac{A-B}{2z}\right],\quad
A=\sqrt{(\nu+z)^2-1},\quad B=\sqrt{(\nu-z)^2-1}. \tag{8}
\]

The condition \(\epsilon=0\) means \(\Pi/N_0=-q/q_s\). With \(R=1+q/q_s\), equation (8) turns it into \(A-B=2zR\). But \(A^2-B^2=4\nu z\), so division gives \(A+B=2\nu/R\). Adding and subtracting,

\[
A=\frac{\nu}{R}+zR,\qquad B=\frac{\nu}{R}-zR .
\]

Squaring the first and using the definition of \(A\),

\[
\frac{\nu^2}{R^2}+2\nu z+z^2R^2=\nu^2+2\nu z+z^2-1 .
\]

The terms \(2\nu z\) cancel, leaving \(\nu^2(1-1/R^2)=1+z^2(R^2-1)\). Restoring \(\Omega=qk_F\nu\), the full RPA dispersion of this model is

\[
\boxed{\;\Omega^2=q^2k_F^2R^2\left[\frac1{R^2-1}+z^2\right]\;} \tag{9}
\]

Squaring could have admitted a false solution, so the sign of \(B\) must be checked. The condition \(B\ge0\) is \(\nu\ge zR^2\). Inserting (9) and cancelling \(R^2\) gives \(1/(R^2-1)\ge z^2(R^2-1)\), or

\[
z(R^2-1)\le1 . \tag{10}
\]

Within this range (9) is a genuine root. At equality \(B=0\) and \(\nu=zR^2=1+z\), so the plasmon meets the pair continuum. Beyond that wavevector there is no undamped mode above the continuum.

For small \(q\), put \(x=q/q_s=q/2\). Since \(R^2-1=x(2+x)\),

\[
\frac{R^2}{R^2-1}=1+\frac1{x(2+x)}
=\frac1{2x}+\frac34+\frac{x}{8}+\dots .
\]

The remaining term in (9), \(q^2k_F^2R^2z^2=q^4R^2/4\), begins at fourth order. Consequently

\[
\Omega^2=k_F^2q+\frac34k_F^2q^2+\frac1{16}k_F^2q^3+O(q^4),
\qquad
\boxed{\;\Omega\simeq\sqrt{2\pi nq}\;} \tag{11}
\]

because \(k_F^2=2\pi n\). The leading term also follows from (7): continuation replaces \(\omega^2\) by \(-\Omega^2\), giving \(\epsilon\approx1-2\pi nq/\Omega^2\). One factor \(q^2\) from the inertial response, multiplied by \(1/q\) from the interaction, leaves the single power of \(q\) under the root. In SI units, \(\Omega^2=ne^2q/(2\varepsilon_0m)\) for a layer in vacuum; in a host of dielectric constant \(\kappa\) with band mass \(m^*\), replace \(\varepsilon_0m\) by \(\kappa\varepsilon_0m^*\). The law assumes no metal nearby: a gate at distance \(D\) turns the interaction into \(2\pi(1-e^{-2qD})/q\), and for \(qD\ll1\) the dispersion becomes linear in \(q\).

In the model gas at \(q=0.1\) bohr\(^{-1}\), \(R=1.05\), \(R^2-1=0.1025\) and \(z^2=0.005\). Equation (9) becomes

\[
\Omega^2=0.005\times1.1025\times(9.7561+0.005)=0.05381,
\]

so \(\Omega=0.2320\) hartree, or 6.31 eV at 1.89 nm\(^{-1}\). This is well above the pair edge at 0.0757 hartree. The square-root law gives 0.2236 hartree, 3.6% below the full RPA value. Its error relative to that value is 0.7% at \(q=0.02\) and 10% at \(q=0.3\) bohr\(^{-1}\). Keeping the second term of (11) reduces the last error to 0.9%, but at \(q=0.9\) even the two-term form is 18% low. There more terms of the series are needed, while (9) still agrees with the root found by direct integration.

The same roots test the coefficient \(3/4\). At \(q=0.02\), \((\Omega^2-2\pi nq)/(k_F^2q^2)=0.75145\). The excess over 0.75 comes mainly from the next term, \(q/16=0.00125\), with about 0.0002 from \(q^2R^2/(4k_F^2)\).

For this density, equality in (10) occurs at \(q=1.058\) bohr\(^{-1}\) and \(\Omega=1.307\) hartree. The dielectric function confirms the end of the undamped branch. Above the continuum, the filled-to-empty form of \(\Pi\) contains \(-\Delta/(\Omega^2-\Delta^2)\), so \(\epsilon\) rises steadily with \(\Omega\) towards 1. A zero exists there only if \(\epsilon\) is negative at the edge. Integration gives \(-0.037\) at 0.98 of the end wavevector and \(+0.036\) at 1.02 of it.

These energies belong to the RPA and to an ideal layer. Exchange and correlation alter the response: if they reduce the effective interaction to \(v_q(1-gq)\) at small \(q\), with constant \(g\), the leading term becomes \(2\pi nq(1-gq)\). The square-root law survives, but the \(q^2\) coefficient changes. A layer of finite thickness \(d\) can be treated as a plane only if \(qd\ll1\) and only the lowest subband is occupied (for a hard-wall well at this density, \(d<7.7\) bohr). Even then the thickness acts like \(g\approx0.2d\), so it leaves the square-root law but changes the \(q^2\) coefficient: at \(d=5\) bohr and \(q=0.02\) bohr\(^{-1}\) it falls from 0.75 to \(-0.27\). Disorder damps the mode; with the instantaneous interaction it remains a clear oscillation only if the electrons are scattered rarely during one period. At the other extreme, the phase velocity \(\Omega/q\simeq k_F/\sqrt q\) grows without limit as \(q\to0\). The instantaneous Coulomb interaction therefore fails as \(q\) falls towards \(k_F^2/c^2\), where this formula would give the speed of light \(c\), and retardation must be included. Without scattering, the retarded mode has phase velocity \(0.79c\) at that wavevector, and the instantaneous result is already 2.5% high at ten times it. Retardation also changes the effect of disorder: if the dc sheet conductivity exceeds \(c/2\pi\) (in vacuum, 5.3 mS), as it can in high-mobility layers, a weakly damped mode survives even when the electrons scatter many times per period.

## Computed values

```
r_s = 2.0 bohr, density n = 0.079577 bohr^-2
kF = 0.707107 bohr^-1, Fermi energy = 0.250000 hartree
N0 = 0.318310 hartree^-1 bohr^-2, qs = 2.0000 bohr^-1
Sample q = 0.707107 bohr^-1, w = 0.250000 hartree
  z = 0.5000, u = 0.5000, X = -1.0000, Y = 0.5000
  Re root = 0.242934, Pi/N0 = 0.514132
Imaginary frequency: q/kF, w/kF^2, Pi/N0 closed, Pi/N0 integral
  0.5  0.1  0.797975  0.797975
  0.5  1.0  0.104464  0.104464
  1.0  0.5  0.514132  0.514132
  2.0  0.5  0.530218  0.530218
  3.0  2.0  0.188733  0.188733
Static: q/kF, Pi/N0 closed, Pi/N0 integral
  0.50  1.000000  1.000000
  1.00  1.000000  1.000000
  1.90  1.000000  1.000000
  2.00  1.000000  1.000000
  2.02  0.859629  0.859629
  2.50  0.400000  0.400000
  3.00  0.254644  0.254644
q = 0.01 kF, u = 0.7: Pi/N0 integral = 0.426534
  small-q formula = 0.426538
q = 0.2 bohr^-1, u = 40: Pi w^2/(n q^2) = 0.999519
Plasmon energies in hartree, q in bohr^-1:
  q, numerical root, full formula, sqrt law, two-term, pair edge
  0.02  0.100749  0.100749  0.100000  0.100747  0.014342
    (W^2 - 2 pi n q)/(kF q)^2 = 0.75145
  0.10  0.231966  0.231966  0.223607  0.231840  0.075711
  0.30  0.432681  0.432681  0.387298  0.428661  0.257132
  0.60  0.704007  0.704007  0.547723  0.659545  0.604264
  0.90  1.056981  1.056981  0.670820  0.868188  1.041396
Plasmon meets continuum at q = 1.057586 bohr^-1
  energy there = 1.307071 hartree
  epsilon at edge: -0.0368 (0.98 q_end), 0.0356 (1.02 q_end)
q = 0.10 bohr^-1 = 1.8897 nm^-1
  plasmon energy = 6.3121 eV
```
